\section*{Absolute Energy-Loss Spectra from a Known Static Dielectric Constant, part 2}

The problem is to put the single-scattering energy-loss spectrum $J(E)$ of a thin film on an absolute scale using one known dielectric constant $\epsilon_{\rm ref}$. The model is $J=CL\Lambda$, with loss function $L=\operatorname{Im}(-1/\epsilon)$, $\Lambda=\ln(1+b^2/\theta_E^2)$ and $\theta_E=E/(\gamma v^2)$. Here $v$ is the beam speed, $\gamma=(1-v^2/c^2)^{-1/2}$, $b$ the collection half-angle and $q_c=\gamma vb$ the largest collected transverse wavevector $q$. The scale $C$ and thickness $t$ are
\begin{equation}
C=\frac{M}{1-1/\epsilon_{\rm ref}},\qquad M=\frac2\pi\int\frac{J}{E\Lambda}\,dE,\qquad t=\frac{\pi a_0mv^2\,C}{I_0},
\label{eq:use}
\end{equation}
where $I_0$ is the zero-loss area. The last formula takes $C$ in counts per eV, $mv^2$ (rest mass, true speed) in eV and the Bohr radius $a_0$ in angstrom. Otherwise the algebra uses $\hbar=m=e=1$ and the time factor $e^{-iEt}$.

If lattice losses are included, $\epsilon_{\rm ref}=\epsilon(0)$. For a spectrum starting above the phonons, $\epsilon_{\rm ref}=\epsilon_\infty$, and the electronic loss function $L_{\rm el}$ obeys the electronic rule
\begin{equation}
1-\frac1{\epsilon_\infty}=\frac2\pi\int_0^\infty\frac{L_{\rm el}(E)}E\,dE .
\label{eq:el}
\end{equation}

Plural scattering is removed from the recorded spectrum $R$ by
\begin{equation}
\hat R=\hat z\sum_{n=0}^\infty\frac1{n!}\left(\frac{\hat J}{I_0}\right)^n=\hat z\,e^{\hat J/I_0},
\qquad \hat J=I_0\ln\frac{\hat R}{\hat z}.
\label{eq:log}
\end{equation}
Hats denote Fourier transforms over energy, and $\hat z$ is that of the zero-loss peak.

For a single undamped resonance, $\epsilon=1+E_p^2/(E_0^2-E^2)$, with plasma energy $E_p$ and $g=1/\epsilon-1$,
\begin{equation}
-g=\frac{E_p^2}{W^2-E^2},\quad W^2=E_0^2+E_p^2,\quad
L=\frac{\pi E_p^2}{2W}\,\delta(E-W)\quad(E>0).
\label{eq:oneosc}
\end{equation}
Its loss peak lies at $W$, and $\epsilon(0)=W^2/E_0^2$.

The rule assumes an isotropic film, an $\epsilon$ independent of wavevector, no retardation and no surface losses. A unit positive charge at $x=vt$ (here $t$ is time) stands for the electron. Its loss probability per unit path and unit energy is then $dP/(dx\,dE)=L\Lambda/(\pi v^2)$.

\subsection{A film in the regime of gallium oxide}

The example is a 300 angstrom film with
\begin{equation}
\epsilon(E)=1+\sum_j\frac{\chi_jE_j^2}{E_j^2-E^2-i\Gamma_jE}.
\end{equation}
The electronic terms $(\chi_j,E_j,\Gamma_j)$, with energies in eV, are $(0.5,8,2)$, $(1.2,13,4)$ and $(0.9,21,9)$. One lattice term is $(6.4,0.05,0.003)$. Thus $\epsilon_\infty=1+0.5+1.2+0.9=3.6$ and $\epsilon(0)=3.6+6.4=10$. The plasma energy of the electronic terms, $(\sum_j\chi_jE_j^2)^{1/2}$, is 25.1 eV.

The beam energy is 60 keV, so $v^2/c^2=0.1991$, $\gamma=1.1174$ and $mv^2=101\,748$ eV. With $b=5$ mrad, $\theta_E$ at 25 eV is 0.220 mrad and
\begin{equation}
\Lambda(25\ \text{eV})=\ln\left[1+(5/0.2199)^2\right]=6.25 .
\end{equation}
At 5 eV, $\Lambda=9.47$. Treating this factor as constant would distort the weighting of the spectrum.

The window runs from 1 to 150 eV. The mean number of losses in it is 0.322. The model has no scattering outside the aperture, so of $10^8$ incident electrons $10^8e^{-0.3221}=7.246\times10^7$ form the zero-loss peak. Plural losses were added by explicit convolution up to eighth order and then removed with (\ref{eq:log}), with an ideally sharp zero-loss peak and no counting noise. The weighted integral of the result is $M=9.239\times10^4$ counts/eV, so
\begin{equation}
C=\frac{9.239\times10^4}{1-1/3.6}=1.279\times10^5\ \text{counts/eV}.
\end{equation}
The thickness follows as
\begin{equation}
t=\frac{\pi(0.5292)(101\,748)(1.279\times10^5)}{7.246\times10^7}
=298.6\ \text{angstrom}=29.86\ \text{nm}.
\end{equation}

The shortfall of 1.4 angstrom comes from the finite window. The electronic rule has 0.425\% of its value below 1 eV and 0.041\% above 150 eV. Together these predict $300(1-0.00466)=298.6$ angstrom. The recovered value was tested against this prediction and agrees within 0.1\% of the thickness. Since $C$ is too small by 0.46\%, $L$ is too large by the same fraction: its maximum comes out as 2.507 instead of 2.496.

The maximum lies at 31.1 eV, well above the plasma energy. A single resonance with the same $\epsilon_\infty$ and plasma energy would have its loss peak at $25.13\sqrt{3.6/2.6}=29.6$ eV, by (\ref{eq:oneosc}). This estimate covers about three quarters of the shift.

The weight $1/E$ favours low losses, but the signal is strongest near the peak. In this model 7.2\% of the electronic rule comes from below 10 eV, 23.8\% from below 20 eV, 57.4\% from below 30 eV and 98.1\% from below 50 eV.

\subsection{Errors of input}

Each number in this subsection changes one thing and is to be compared with 298.6 angstrom.

\textit{Wrong dielectric constant.} Using $\epsilon(0)=10$ for this window, which excludes the phonons, multiplies the thickness by $0.7222/0.9000$ and gives 239.6 angstrom.

\textit{Uncertain dielectric constant.} Differentiating $t\propto(1-1/\epsilon_{\rm ref})^{-1}$ gives
\begin{equation}
\frac{\delta t}{t}=-\frac{\delta\epsilon_{\rm ref}}{\epsilon_{\rm ref}(\epsilon_{\rm ref}-1)} .
\end{equation}
To first order, an increase of 0.1 in $\epsilon_\infty$ lowers $t$ by 1.07\%; the exact change from 3.6 to 3.7 is 1.03\%. The rule is forgiving for large constants and becomes sensitive as $\epsilon_{\rm ref}$ approaches one.

\textit{Plural scattering left in.} The extra counts are positive and raise the result to 330.8 angstrom.

\textit{Total counts used for $I_0$.} The result falls by the factor $e^{-0.322}$, to 216.4 angstrom. The loss function is unaffected, because it does not need $I_0$ once $J$ has been extracted correctly.

\textit{Residue of the zero-loss peak.} A constant residue of $10^{-4}I_0$ per eV between 1 and 5 eV raises the result to 300.8 angstrom. The added signal is weighted by $1/(E\Lambda)$, so a given residue counts most at the lower end of the window.

\subsection{Retardation}

At finite light speed the charge also excites transverse fields. Let the total wavevector be $\mathbf Q=(k,\mathbf q)$, with $k=E/v$ along the beam. Maxwell's equations for a unit charge give
\begin{equation}
Q^2\boldsymbol{\mathcal E}-\mathbf Q(\mathbf Q\cdot\boldsymbol{\mathcal E})-\frac{\epsilon E^2}{c^2}\boldsymbol{\mathcal E}
=\frac{4\pi iE}{c^2}\,v\hat{\mathbf x}.
\label{eq:maxwell}
\end{equation}
The scalar product with $\mathbf Q$ removes the first two terms. Since $kv=E$, it leaves $\mathbf Q\cdot\boldsymbol{\mathcal E}=-4\pi i/\epsilon$. The $x$ component of (\ref{eq:maxwell}) is then
\begin{equation}
\mathcal E_x=\frac{4\pi ik\,(v^2/c^2-1/\epsilon)}{q^2+a},\qquad
a=k^2\left(1-\frac{\epsilon v^2}{c^2}\right).
\end{equation}

The field at the charge is the integral of $\mathcal E_x$ over $d^2q/(2\pi)^2$ and $dE/(2\pi v)$. Positive and negative $E$ combine to twice the real part. The loss per path is minus this field, and division by $E$ gives the probability:
\begin{align}
\frac{dP}{dx\,dE}&=-\frac1{2\pi^2vE}\int_0^{q_c}q\operatorname{Re}\mathcal E_x\,dq\nonumber\\
&=\frac1{\pi v^2}\operatorname{Im}\left[\left(\frac{v^2}{c^2}-\frac1\epsilon\right)\ln\!\left(1+\frac{q_c^2}{a}\right)\right].
\label{eq:ret}
\end{align}
For $c\to\infty$ this returns $L\Lambda/(\pi v^2)$. If $\epsilon$ is real and $\epsilon v^2/c^2>1$, $a$ is negative and the logarithm has imaginary part $\pi$ when $q_c^2>|a|$. A loss $(v^2/c^2-1/\epsilon)/v^2$ then appears without any absorption. This is Cherenkov radiation, which the sum rule does not describe.

Direct numerical solution of (\ref{eq:maxwell}) at 6, 15 and 28 eV, for 60 and 200 keV beams and $b=5$ mrad, agrees with (\ref{eq:ret}) within a relative $1.6\times10^{-9}$.

At 60 keV the largest value of $\operatorname{Re}\epsilon\,v^2/c^2$ in the window is 0.942, just below threshold, and retardation in an unbounded medium raises the apparent thickness from 298.6 to 302.6 angstrom. At 200 keV the value is 2.288 and the apparent thickness is 340.8 angstrom, with film and aperture angle unchanged. Equation (\ref{eq:ret}) is for an unbounded medium. In a thin film the faces change the retarded fields, so neither the 60 keV nor the 200 keV number can serve as a correction for the film.

\subsection{Surfaces}

Consider one face, with medium 1 at $x<0$ and medium 2 at $x>0$, without retardation. At frequency $E$ the charge density is $e^{ikx}/v$. The bulk potential in medium $i$ is $\Phi e^{ikx}/\epsilon_i$, with $\Phi=4\pi/[v(q^2+k^2)]$. To it are added $A_1e^{qx}$ on the left and $A_2e^{-qx}$ on the right. Continuity of the potential and of the normal displacement requires
\begin{equation}
A_2-A_1=\Phi\left(\frac1{\epsilon_1}-\frac1{\epsilon_2}\right),\qquad \epsilon_1A_1=-\epsilon_2A_2 .
\end{equation}
Solving for the sum gives
\begin{equation}
A_1+A_2=-\Phi\,\frac{(\epsilon_2-\epsilon_1)^2}{\epsilon_1\epsilon_2(\epsilon_1+\epsilon_2)} .
\end{equation}
The work done against the added field is the real part of
\begin{align}
\int_{-\infty}^0qA_1e^{(q-ik)x}dx&-\int_0^\infty qA_2e^{-(q+ik)x}dx\nonumber\\
&=\frac{q\left[q(A_1-A_2)+ik(A_1+A_2)\right]}{q^2+k^2}.
\end{align}
The difference $A_1-A_2$ changes sign when the media are exchanged, so it cancels between entrance and exit. The sum does not change sign, and the two faces add. With $\epsilon_1=1$, $\epsilon_2=\epsilon$, the measure $q\,dq/(2\pi)$ and the factor $1/(\pi E)$ that turns work into probability,
\begin{equation}
\frac{dP_s}{dE}=\frac4{\pi v^2}\operatorname{Im}\!\left[\frac{(\epsilon-1)^2}{\epsilon(\epsilon+1)}\right]
\int_0^{q_c}\frac{q^2\,dq}{(q^2+k^2)^2},
\label{eq:surf}
\end{equation}
where the integral equals $\frac12[k^{-1}\arctan(q_c/k)-q_c/(q_c^2+k^2)]$. By partial fractions the material factor is $4\operatorname{Im}[-1/(\epsilon+1)]-L$: a surface loss, together with a reduction of the bulk loss near the faces.

Solving the boundary conditions of a 2000 angstrom slab at 10, 18 and 28 eV reproduces (\ref{eq:surf}) within $1.9\times10^{-5}$ of its largest value. Separate faces require $kt\gg1$. In the 300 angstrom film $kt$ is about 8.5 at 25 eV but only about 1.7 at 5 eV, so (\ref{eq:surf}) is an estimate there. It raises the apparent thickness from 298.6 to 315.8 angstrom. As long as the faces are separate, this excess of about 17 angstrom does not depend on $t$, and its relative weight grows as $1/t$.

\subsection{Wavevector dependence}

A rough estimate raises each electronic resonance $E_j$ by $(q^2+k^2)/2$, the recoil energy of a free electron, at fixed $\chi_jE_j^2$. The static susceptibility then falls with wavevector, and so does the value of the sum rule. The apparent thickness drops from 298.6 to 296.1 angstrom. At the cutoff $q_c=0.646$ per angstrom the recoil energy is about 1.6 eV, but the scattering weight $q/(q^2+k^2)$ favours small wavevectors. The mean recoil energy under this weight is $q_c^2/(2\Lambda)$, only about 0.25 eV at a loss of 25 eV, so the effect is small here. Its size depends on the assumed dispersion: the additional term of an electron gas, proportional to the squared Fermi velocity times $q^2+k^2$, can make the drop about twice as large. A wider aperture admits larger wavevectors.

\subsection{The model beside real films}

Gallium oxide films are being developed for high-voltage power devices. A static constant near 10, an electronic constant near 3.6 and a gap somewhat below 5 eV are rough typical values. The model matches the two constants, but its smooth oscillators leave weak losses inside the gap, and it has no separate gallium $3d$ shell. Its peak energy and peak height are therefore not predictions for the material. Neither are the shares of the rule by energy or the shortfall from the finite window: the gallium $3d$, $3p$ and $3s$ electrons absorb at higher losses, so a real film has a larger part of the rule above 50 eV and above 150 eV than the model. The monoclinic crystal is anisotropic, whereas the rule was derived for an isotropic film. Its dielectric constant depends on direction, and an error of 0.1 in the $\epsilon_{\rm ref}$ entered in the rule changes the thickness by about 1\%. The other effects of anisotropy are not estimated here. Of the three physical effects estimated separately for 60 keV (retardation, surfaces and wavevector dependence), surfaces give the largest change, about 6\% at 300 angstrom. At 200 keV the formula for an unbounded medium gives an error of about 14\% from retardation; the value for a thin film was not computed. For such an oxide, a beam energy that keeps $\operatorname{Re}\epsilon\,v^2/c^2$ below one throughout the window avoids bulk Cherenkov loss within that window. It does not remove retardation. Below threshold the formula for an unbounded medium still shifts the result by 4 angstrom, and the faces of a film let the electron excite guided and radiated light at any beam energy, so the surface and retardation estimates do not simply add. At 60 keV the threshold is $\operatorname{Re}\epsilon=1/0.1991\approx5.0$, only 6\% above the largest value of the model, about 4.7. Whether a real film lies below it must be judged from its own optical data. The numerical output below lists the values used.

\section*{Numbers as computed}
\begin{verbatim}
static constant with lattice: 10.000
electronic constant: 3.600
valence plasma energy of model: 25.13 eV
sum rule integral, all losses: 0.9000
1 - 1/static constant: 0.9000
integral above 0.5 eV: 0.7208
1 - 1/electronic constant: 0.7222
integral below 0.5 eV (phonons): 0.1792
metal integral: 1.00000
sharp band integral: 0.67722
sharp band expected: 0.67722
wake force, largest relative error: 1.1e-09
Maxwell solution, largest relative error: 1.6e-09
slab solution, error relative to largest term: 1.9e-05
beam (v/c)^2 at 60 keV: 0.1991
beam gamma at 60 keV: 1.1174
m v^2 at 60 keV: 101748 eV
cutoff wavevector: 0.646 1/angstrom
theta_E at 25 eV: 0.2199 mrad
log factor at 5 eV: 9.467
log factor at 25 eV: 6.250
true thickness: 300.0 angstrom
mean number of losses t/lambda: 0.3221
incident electrons: 1.000e+08 counts
zero-loss area: 7.2460e+07 counts
weighted spectrum integral: 9.2387e+04 counts/eV
scale C: 1.2792e+05 counts/eV
recovered thickness: 298.62 angstrom
recovered thickness: 29.862 nm
loss function maximum: 2.5074
true loss function there: 2.4958
energy of maximum: 31.1 eV
largest relative error of loss function: 0.0046
share of electronic rule below 10 eV: 7.2 %
share of electronic rule below 20 eV: 23.8 %
share of electronic rule below 30 eV: 57.4 %
share of electronic rule below 50 eV: 98.1 %
share missed below 1 eV: 0.425 %
share missed above 150 eV: 0.041 %
thickness with lattice static constant: 239.6 angstrom
thickness with plural scattering left in: 330.8 angstrom
thickness with total counts as reference: 216.4 angstrom
thickness, ideal bulk spectrum: 298.6 angstrom
thickness with retardation, 60 keV: 302.6 angstrom
thickness, ideal bulk, 200 keV: 298.6 angstrom
thickness with retardation, 200 keV: 340.8 angstrom
largest eps1 (v/c)^2 in window, 60 keV: 0.942
largest eps1 (v/c)^2 in window, 200 keV: 2.288
thickness with surface losses: 315.8 angstrom
thickness with rough dispersion: 296.1 angstrom
assumed zero-loss residue, 1 to 5 eV: 1.0e-04 I0/eV
thickness with zero-loss residue: 300.8 angstrom
thickness change for +0.1 in constant: -1.07 %
\end{verbatim}
